# Relative noise of an acid count after subtracting a quencher count

## Problem

In a chemically amplified resist, light produces acid, and a base called the quencher neutralizes part of it. Consider a cube of resist with edge $L=6$ nm. Let $A$ be the number of acid molecules formed in it and $Q$ the number of quencher molecules. Take $A$ and $Q$ to be independent Poisson counts with means $a=20$ and $q=10$, and let $D=A-Q$. Relative noise means standard deviation divided by mean.

1. Show that $D$ has a relative noise of 55 percent, whereas a Poisson count with the same mean has 32 percent.
2. Separate the effect of the lower mean from that of the quencher's own fluctuation. Explain why removing half of the acid molecules at random would give a different result.
3. Find how the noise of $D$ depends on the volume and on the quencher loading.
4. Find the probability that no acid is left, if neutralization is complete and one to one.
5. The resist is exposed at a wavelength of 13.5 nm. It absorbs 0.005 per nm and forms on average $y=2$ acids per absorbed photon. What local dose gives 20 acids?
6. Estimate how the noise changes if (i) acids come in bunches, several from one photon; (ii) the cube holds a fixed number $M=65$ of acid generator molecules; (iii) both hold; (iv) the effect of each molecule is blurred by a Gaussian of standard deviation $\sigma=3$ nm along each axis.

## Solution

### 1. The two relative noises

A Poisson count $N$ of mean $\mu$ has probabilities $P(n)=e^{-\mu}\mu^n/n!$. In the sum for the mean, the term $n=0$ vanishes and one factor $n$ cancels against $n!$:

$$E[N]=\sum_{n\ge1}n\,\frac{e^{-\mu}\mu^n}{n!}=\mu\sum_{n\ge1}\frac{e^{-\mu}\mu^{n-1}}{(n-1)!}=\mu .$$

The last sum is the total probability, which is 1. In the same way two factors cancel in

$$E[N(N-1)]=\mu^2\sum_{n\ge2}\frac{e^{-\mu}\mu^{n-2}}{(n-2)!}=\mu^2 .$$

Since $N^2=N(N-1)+N$, the variance is

$$\mathrm{Var}\,N=E[N^2]-E[N]^2=\mu^2+\mu-\mu^2=\mu .$$

The mean of the difference is $E[D]=a-q$. Its deviation from the mean is $(A-a)-(Q-q)$. Squaring and averaging gives

$$\mathrm{Var}\,D=\mathrm{Var}\,A+\mathrm{Var}\,Q-2E[(A-a)(Q-q)] .$$

For independent counts the last average factorizes into $E[A-a]\,E[Q-q]=0$. The variances therefore add, although the counts are subtracted, because the minus sign in front of $Q-q$ disappears on squaring. Hence

$$r_D=\frac{\sqrt{a+q}}{a-q}=\frac{\sqrt{30}}{10}=0.548 .$$

A Poisson count of mean $a-q=10$ has variance 10, so

$$r_P=\frac{\sqrt{10}}{10}=0.316 .$$

These are the stated 55 and 32 percent. Their ratio is $\sqrt{(a+q)/(a-q)}=\sqrt3\approx1.73$.

### 2. Where the extra noise comes from

The acid alone has relative noise $1/\sqrt{20}=22.4$ percent. If every cube held exactly 10 quencher molecules, the subtraction would leave the variance at 20 and lower the mean to 10. The noise would be $\sqrt{20}/10=44.7$ percent. The quencher's own variance of 10 then raises it to 54.8 percent. In this example the larger part of the rise comes from the smaller mean.

Random removal is a different process. Suppose that each acid molecule independently survives with probability $s$. Let $K$ be the number surviving and $B$ the number removed, so that $A=K+B$. The probability of $k$ survivors and $m$ removals is the Poisson probability of $k+m$ acids times the binomial probability of that division:

$$P(k,m)=\frac{e^{-a}a^{k+m}}{(k+m)!}\,\frac{(k+m)!}{k!\,m!}\,s^k(1-s)^m .$$

The factorials of $k+m$ cancel. Writing $e^{-a}=e^{-as}e^{-a(1-s)}$ gives

$$P(k,m)=\frac{e^{-as}(as)^k}{k!}\;\frac{e^{-a(1-s)}[a(1-s)]^m}{m!} .$$

So $K$ and $B$ are independent Poisson counts. For $s=1/2$ both have mean 10, and the survivors have a noise of 32 percent.

The number removed has the same distribution as $Q$, but it is correlated with $A$: a cube that starts with more acid tends to lose more. Since $A=K+B$ with $K$ and $B$ independent, the covariance of $A$ and $B$ is $\mathrm{Var}\,B=10$. The general variance formula then gives $20+10-2\times10=10$. An independent quencher count lacks this compensation, and its variance remains 30.

### 3. Volume and quencher loading

At fixed densities $\rho_a=a/V$ and $\rho_q=q/V$,

$$r_D=\frac{\sqrt{(\rho_a+\rho_q)V}}{(\rho_a-\rho_q)V}=\frac{\sqrt{\rho_a+\rho_q}}{\rho_a-\rho_q}\,\frac1{\sqrt V} .$$

Tripling the volume divides the noise by $\sqrt3$, from 54.8 to 31.6 percent. The cube edge must then grow from 6 nm to $6\times3^{1/3}=8.65$ nm.

Two limits show the role of the quencher at fixed $a$. For $q\to0$ the result becomes $1/\sqrt a$, the noise of the acid alone. For $q\to a$ the mean vanishes while the variance tends to $2a$, so $r_D$ diverges. The absolute fluctuation stays finite there, and relative noise is no longer a useful measure.

If instead the net mean $m=a-q$ is held fixed by making more acid, then $a+q=m+2q$ and $r_D=\sqrt{m+2q}/m$. At fixed net mean, added quencher raises the noise of this count. This says nothing about other effects of quencher, such as a change in the sharpness of the image.

### 4. Cubes with no acid left

A negative $D$ means that quencher is left over. The remaining acid is $R=\max(D,0)$, and it is zero whenever $A\le Q$:

$$P(R=0)=\sum_{n\ge0}P(Q=n)\,P(A\le n)=3.9\ \text{percent}.$$

The value was obtained by direct summation of the Poisson probabilities. For a Poisson count of mean 10 the corresponding probability is $e^{-10}=0.0045$ percent. The noise differs by a factor of 1.73, but the probability of an empty cube differs by a factor of about 870. A comparison of standard deviations alone hides this difference in the tail.

Replacing negative values by zero changes the first two moments only slightly. Summation over the joint distribution gives $R$ a mean of 10.07 and a standard deviation of 5.33, hence a noise of 53 percent. The figure of 55 percent belongs to the signed difference.

An empty cube is not yet a printing defect. Whether it becomes one depends on its surroundings, on blur and on the development of the resist.

### 5. The local dose

The photon energy is $E_\gamma=hc/\lambda=91.84$ eV. Twenty acids at two per photon require $N=a/y=10$ absorbed photons on average. For light entering through the top face, the fraction absorbed within the cube is

$$1-e^{-0.005\times6}=0.0296 .$$

The number of photons incident per unit area is therefore

$$F=\frac{10}{(6\ \mathrm{nm})^2\times0.0296}=9.4\ \mathrm{nm}^{-2}.$$

An energy of 1 eV per nm² equals $1.602\times10^{-19}$ J times $10^{14}$ per cm², or 0.01602 mJ/cm². The local dose is

$$9.4\times91.84\times0.01602\approx13.8\ \mathrm{mJ/cm^2}.$$

### 6. What the independent Poisson model leaves out

In (i) to (iii) the mean counts stay at 20 and 10, and the quencher remains an independent Poisson count.

**(i) Bunched acids.** Let the number $n$ of absorbed photons be Poisson with mean $N=10$, and let each photon produce an independent Poisson number of acids with mean $y=2$, all inside the cube. The variance of a sum of independent counts is the sum of their variances. At given $n$, the acid count thus has mean $yn$ and variance $yn$, so its mean square is $yn+y^2n^2$. Averaging over $n$ with $E[n^2]=N+N^2$ gives

$$\mathrm{Var}\,A=yN+y^2(N+N^2)-(yN)^2=yN(1+y)=a(1+y)=60 .$$

Then $\mathrm{Var}\,D=60+10=70$, and the noise is $\sqrt{70}/10=84$ percent. The probability that no acid is left, summed as before, rises to 12 percent. This assumes that all acids from a photon form in the cube that absorbed it. The secondary electrons travel before they make acid, so fewer acids in the cube share a photon, and the excess is smaller. Suppose the acids form in a Gaussian around the absorption point, so that a photon puts a Poisson number of mean $yw$ into the cube, with $w$ and $f$ as in (iv). The same averaging then gives $\mathrm{Var}\,A=a(1+yf^3)$. For a spread of 1, 2 or 3 nm per axis the noise of $D$ is 72, 63 or 59 percent.

**(ii) Finite supply.** Let each of exactly $M=65$ generator molecules be converted independently with probability $p=a/M=20/65=0.308$. A variable that is 1 with probability $p$ and 0 otherwise has variance $p-p^2$. Adding $M$ of them gives

$$\mathrm{Var}\,A=Mp(1-p)=a\left(1-\frac aM\right)=13.85 .$$

The noise falls to $\sqrt{23.85}/10=49$ percent. This is the reduction for a fixed $M$. Any variation of $M$ about the same mean adds to the variance. If $M$ is itself Poisson, the result of part 2 applies with $s=p$, and the acid count is Poisson again.

**(iii) Both together.** Let each photon convert each remaining generator molecule with probability $\varepsilon$. After $n$ photons a given molecule is unconverted with probability $u^n$, where $u=1-\varepsilon$. For a Poisson number of photons,

$$E[u^n]=\sum_{n\ge0}\frac{e^{-N}(Nu)^n}{n!}=e^{-N(1-u)}=e^{-N\varepsilon}.$$

This must equal $1-p$, so $\varepsilon=-\ln(1-p)/N=0.0368$.

Since $M$ is fixed, converted and unconverted molecules have the same variance. It consists of $M$ single terms $p(1-p)$ and $M(M-1)$ covariances between different molecules. Two given molecules are both unconverted with probability $E[u^{2n}]=e^{-N(1-u^2)}$, and $1-u^2=2\varepsilon-\varepsilon^2$. Each covariance is therefore

$$e^{-2N\varepsilon+N\varepsilon^2}-e^{-2N\varepsilon}=(1-p)^2\left(e^{N\varepsilon^2}-1\right),$$

and

$$\mathrm{Var}\,A=Mp(1-p)+M(M-1)(1-p)^2\left(e^{N\varepsilon^2}-1\right)=41.0 .$$

The noise of $D$ is $\sqrt{51.0}/10=71$ percent, and no acid is left in 9 percent of the cubes. For these numbers bunching outweighs the finite supply. The value 71 percent needs exactly 65 generator molecules in every cube. If their number is Poisson with mean $M=65$, then at given $n$ the acid count is Poisson with mean $M(1-u^n)$. Hence $\mathrm{Var}\,A=a+M^2(1-p)^2\left(e^{N\varepsilon^2}-1\right)=47.6$, and the noise is 76 percent.

**(iv) Blur.** Return to independent Poisson molecules, now spread uniformly through the cube and its surroundings. Let the effect of each molecule be shared out over a Gaussian, with quencher counted negatively. A molecule at $(x,y,z)$ contributes the weight $w=w_1(x)w_1(y)w_1(z)$, where $w_1$ is the part of a one-dimensional Gaussian that falls within the cube.

Divide space into small cells $dV$. Their counts are independent, with variance equal to mean, so each kind of molecule contributes $\rho\,w^2dV$ to the variance. The total is $(\rho_a+\rho_q)\int w^2dV$. The mean is unchanged, because $\int w\,dV=V$. Relative to the unblurred case, the variance is multiplied by $f^3$ with

$$f=\frac1L\int_{-\infty}^{\infty}w_1(x)^2\,dx .$$

Write each $w_1$ as an integral of the Gaussian over the cube edge. The integral over $x$ then joins two Gaussians of variance $\sigma^2$ into one of variance $2\sigma^2$, which depends on the distance $t$ between two points of the edge. Pairs at distance $t$ occur with weight $2(L-t)$, so

$$f=\frac2L\int_0^L(L-t)\,\frac{e^{-t^2/4\sigma^2}}{2\sigma\sqrt\pi}\,dt .$$

The term with $L$ gives an error function, and the term with $t$ integrates directly:

$$f=\mathrm{erf}\!\left(\frac{L}{2\sigma}\right)-\frac{2\sigma}{L\sqrt\pi}\left(1-e^{-L^2/4\sigma^2}\right).$$

Here $L/2\sigma=1$, so $f=0.486$ and $f^3=0.115$. The variance of the difference falls from 30 to 3.4 and its noise to 18.6 percent. The Poisson reference falls to 10.7 percent. Both are multiplied by $f^{3/2}$, so their ratio is still $\sqrt3$.

This calculation is linear: it does not follow the reaction of acid with quencher during the spreading. It also assumes that the effect of every molecule is shared out in the same fixed Gaussian. A diffusing molecule instead follows one random path, and the time it spends in the cube varies even between molecules that start at the same place. For the same average share this adds variance, so the noise falls less. As an example, weight each molecule by the fraction of time its Brownian path spends in the cube. For a final rms displacement of 3 nm per axis the noise of the difference is about 39 percent, against 28 percent for a fixed share with the same average. For 4.2 nm, where the time-averaged variance is $\sigma^2=9$ nm², the values are about 34 and 21 percent. A count of molecules at one instant is not reduced at all: independent random displacements in a uniform surrounding leave the counts Poisson with the same means.

### The model beside a real resist

The absorption, acid yield, generator density (65 in 216 nm³, or 0.30 per nm³) and blur are rough typical values for chemically amplified resists in extreme ultraviolet lithography. Nominal doses there are roughly a few tens of mJ/cm². A local dose of 13.8 mJ/cm² is thus plausible near the edge of a printed line, where the intensity is below its peak. The quencher loading of half the acid count is a round choice.

Real resists break the assumption of independent acids, since one photon can make several; in the estimates above this raises 55 percent to 84 percent if all acids of a photon form in the same cube, and to about 60 percent if they are spread over 2 to 3 nm. With all acids in the same cube, the finite supply of generator lowers 84 percent to 71 percent for a fixed number of generator molecules per cube, or to 76 percent for a Poisson number. Averaging over more than a sharp 6 nm cube acts the other way. The linear estimate with a fixed Gaussian share gives about 19 percent, but for the random paths of diffusing molecules over a similar range it gives 34 to 39 percent. The figure of 55 percent therefore describes counting in a stated volume and is not a prediction of line roughness. If light also destroys quencher where it creates acid, the covariance of $A$ and $Q$ can become negative. The term $-2E[(A-a)(Q-q)]$ then adds to the variance at given means.
